# Finite-Temperature Polarisability of a Two-Dimensional Electron Gas near Twice the Fermi Momentum: test program

```python
"""Static polarisability of a two-dimensional electron gas at temperature T.

Result under test: the thermal average over chemical potentials mu'
    Pi(q,T,mu) = integral_0^inf dmu' Pi0(q,mu') / (4 T cosh^2((mu'-mu)/2T))
of the zero-temperature (Stern) function
    Pi0 = N [1 - theta(e-mu') sqrt(1-mu'/e)],  N = g m/(2 pi),  e = q^2/(8 m),
equals the momentum integral that defines Pi, and has the closed form
    Pi/N = 1 - sqrt(pi T/e)/2 * F_{-1/2}((e-mu)/T) + R,
    0 < R < T/(2e) exp(-mu/T),   F_j(eta) = -Li_{j+1}(-exp(eta)).
Symbols: m mass, g spin times valley degeneracy, T thermal energy k_B*T,
mu chemical potential, E_F and k_F Fermi energy and wavenumber at T = 0.
Atomic units in the algebra; reduced functions accept any one energy unit.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10

# Round model parameters
density_A = 1.0e-4        # electrons per square angstrom
mass = 0.1                # electron masses
degeneracy = 2            # spin 2, valley 1
kappa = 12.0              # background dielectric constant
temperatures_eV = (0.0005, 0.002)

density = density_A * BOHR_ANGSTROM**2
dos = degeneracy * mass / (2 * np.pi)
fermi_energy = density / dos
k_fermi = np.sqrt(2 * mass * fermi_energy)
q_tf = degeneracy * mass / kappa
E_F = fermi_energy * HARTREE_EV

nodes, weights = np.polynomial.legendre.leggauss(600)
s_nodes, s_weights = (nodes + 1) / 2, weights / 2


def chemical_potential(e_fermi, T):
    return e_fermi + T * np.log(-np.expm1(-e_fermi / T))


def stern(e, mu):
    """Zero-temperature polarisability divided by N."""
    return 1 - np.sqrt(max(0.0, 1 - mu / e))


def thermal_average(e, mu, T):
    """Average of the Stern function over mu', divided by N."""
    low, high = max(0.0, mu - 40 * T), mu + 40 * T
    edges = sorted([low, high, min(max(e, low), high),
                    min(max(mu, low), high)])

    def integrand(mu_prime):
        return stern(e, mu_prime) / (4*T*np.cosh((mu_prime-mu)/(2*T))**2)
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]) if b > a)


def single_integral(e, mu, T):
    """integral_0^1 ds f(e(1-s^2)), which is Pi/N."""
    return s_weights @ expit((mu - e * (1 - s_nodes**2)) / T)


def energy_slope(e, mu, T):
    """Derivative of the single integral with respect to e."""
    y = 1 - s_nodes**2
    f = expit((mu - e * y) / T)
    return -(s_weights @ (y * f * (1 - f))) / T


def fermi_dirac(order, eta):
    return float(mp.re(-mp.polylog(order + 1, -mp.exp(eta))))


def closed_form(e, mu, T):
    """Closed form without the remainder R."""
    return 1 - np.sqrt(np.pi*T/e) / 2 * fermi_dirac(-0.5, (e - mu) / T)


def definition_zero_temperature(q):
    """Defining integral over occupied minus shifted disc; k_F = 1."""
    def half_chord(x):
        return np.sqrt(max(0.0, 1 - x * x))

    def integrand(p):
        return (half_chord(p - q/2) - half_chord(p + q/2)) / p
    start, middle, end = max(0.0, q/2 - 1), abs(1 - q/2), 1 + q/2
    total = sum(quad(integrand, a, b, limit=300)[0]
                for a, b in ((start, middle), (middle, end)) if b > a)
    return 2 * total / (np.pi * q)


def definition_finite_temperature(q, mu, T):
    """Full Pi in atomic units from the two-dimensional momentum integral."""
    reach = np.sqrt(2 * mass * (max(mu, 0.0) + 40 * T)) + q / 2
    p = reach * s_nodes
    px, py = p[:, None], p[None, :]
    lower = ((px - q/2)**2 + py**2) / (2 * mass)
    upper = ((px + q/2)**2 + py**2) / (2 * mass)
    ratio = (expit((mu-lower)/T) - expit((mu-upper)/T)) / (px * q / mass)
    quadrant = reach**2 * (s_weights @ ratio @ s_weights)
    return degeneracy * 4 * quadrant / (2 * np.pi)**2


def steepest_point(e_fermi, T):
    """Return eta=(e-mu)/T and slope d(Pi/N)/d(q/2k_F) at steepest fall."""
    mu = chemical_potential(e_fermi, T)

    def slope(eta):
        e = mu + eta * T
        return 2 * np.sqrt(e * e_fermi) * energy_slope(e, mu, T)
    found = minimize_scalar(slope, bounds=(0.0, 3.0), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, found.fun


# Stern function against the defining integral, both sides of the cusp
for x in (0.4, 0.9, 1.0, 1.05, 1.6):
    assert abs(definition_zero_temperature(2*x) - stern(x*x, 1.0)) < 1e-6

# Zero-temperature cusp: flat on the left, slope growing without limit on right
right_slopes = [(definition_zero_temperature(2*(1+h)) - 1) / h
                for h in (1e-2, 1e-4)]
assert abs(definition_zero_temperature(1.98) - 1) < 1e-6
assert abs(right_slopes[1] / right_slopes[0] - 10) < 0.2

# Thermal average against the full defining integral, with its prefactor
for t in (0.05, 0.3, 1.5):
    T = t * fermi_energy
    mu = chemical_potential(fermi_energy, T)
    for x in (0.5, 1.0, 1.3):
        direct = definition_finite_temperature(2*x*k_fermi, mu, T)
        e = x * x * fermi_energy
        assert abs(direct / dos - thermal_average(e, mu, T)) < 1e-6
        assert abs(direct / dos - single_integral(e, mu, T)) < 1e-7

# Density and compressibility limit, energies in units of E_F


def carrier_integral(mu, T):
    return quad(lambda energy: expit((mu - energy) / T), 0, max(mu, 0) + 45*T,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


for T in (0.3, 1.5):
    mu = chemical_potential(1.0, T)
    assert abs(carrier_integral(mu, T) - 1) < 1e-8
    h = 1e-3
    compressibility = (carrier_integral(mu+h, T)
                       - carrier_integral(mu-h, T)) / (2*h)
    assert abs(thermal_average(1e-6, mu, T) - compressibility) < 1e-5
    assert abs(compressibility - (1 - np.exp(-1/T))) < 1e-5

# Closed form and both bounds on its remainder
for T in (0.2, 0.3, 1.5):
    mu = chemical_potential(1.0, T)
    for e in (0.5, 1.0, 2.0):
        remainder = single_integral(e, mu, T) - closed_form(e, mu, T)
        assert 0 < remainder < T / (2*e) * np.exp(-mu/T)

# Low-temperature laws below, at and above twice the Fermi wavenumber
cusp_coefficient = float(mp.sqrt(mp.pi)/2 * (1-mp.sqrt(2)) * mp.zeta(0.5))


def law_change(x, e_fermi, T):
    """Leading thermal change of Pi/N at q = 2 k_F x."""
    e = x * x * e_fermi
    gap = e - e_fermi
    if x < 1:
        return -np.sqrt(np.pi*T/e) / 2 * np.exp(gap/T)
    if x == 1:
        return -cusp_coefficient * np.sqrt(T / e_fermi)
    return np.pi**2 / 24 * np.sqrt(gap/e) * (T/gap)**2


def actual_change(x, e_fermi, T):
    e = x * x * e_fermi
    mu = chemical_potential(e_fermi, T)
    return single_integral(e, mu, T) - stern(e, e_fermi)


for x, tolerance in ((0.8, 1e-4), (1.0, 1e-6), (1.5, 1e-2)):
    ratio = actual_change(x, 1.0, 0.03) / law_change(x, 1.0, 0.03)
    assert abs(ratio - 1) < tolerance

# Equal finite slopes from both sides at 2 k_F, and the slope formula there


def slope_at_cusp(e_fermi, T):
    mu = chemical_potential(e_fermi, T)
    eta = (e_fermi - mu) / T
    return -np.sqrt(np.pi) * (np.sqrt(e_fermi/T) * fermi_dirac(-1.5, eta)
                             - np.sqrt(T/e_fermi)/2 * fermi_dirac(-0.5, eta))


T, h = 0.05, 1e-5
mu = chemical_potential(1.0, T)
centre = single_integral(1.0, mu, T)
left = (centre - single_integral((1-h)**2, mu, T)) / h
right = (single_integral((1+h)**2, mu, T) - centre) / h
assert abs(left / slope_at_cusp(1.0, T) - 1) < 2e-3
assert abs(right / slope_at_cusp(1.0, T) - 1) < 2e-3

# Universal position and height of the steepest fall
eta_star = brentq(lambda eta: fermi_dirac(-2.5, eta), 0.1, 3.0)
peak = fermi_dirac(-1.5, eta_star)
for T in (1e-3, 4e-3):
    eta, slope = steepest_point(1.0, T)
    assert abs(eta - eta_star) < 10 * T
    assert abs(slope / (-np.sqrt(np.pi/T) * peak) - 1) < 2 * T

# Coulomb potential in a sheet: integrate 4 pi/(q^2+kz^2) over kz
q_test = 0.7
sheet = quad(lambda kz: 4*np.pi/(q_test**2 + kz**2), -np.inf, np.inf)[0]
assert abs(sheet / (2*np.pi) - 2*np.pi/q_test) < 1e-7
assert abs(2*np.pi*dos/kappa - q_tf) < 1e-14


def screening(polarisability_ratio):
    """Screening function at q = 2 k_F."""
    return 1 + q_tf / (2*k_fermi) * polarisability_ratio


print(f"density = {density_A:.1e} angstrom^-2")
print(f"mass = {mass:.2f} electron masses")
print(f"degeneracy g = {degeneracy} (no unit)")
print(f"background kappa = {kappa:.1f} (no unit)")
print(f"Fermi energy E_F = {E_F:.6f} eV")
print(f"k_F = {k_fermi/BOHR_ANGSTROM:.6f} angstrom^-1")
print(f"2 k_F = {2*k_fermi/BOHR_ANGSTROM:.6f} angstrom^-1")
print(f"N = {dos/HARTREE_EV/BOHR_ANGSTROM**2:.6f} eV^-1 angstrom^-2")
print(f"q_TF = {q_tf/BOHR_ANGSTROM:.6f} angstrom^-1")
print(f"F_-1/2(0) = {fermi_dirac(-0.5, 0):.6f} (no unit)")
print(f"F_-3/2(0) = {fermi_dirac(-1.5, 0):.6f} (no unit)")
print(f"loss coefficient at 2k_F = {cusp_coefficient:.6f} (no unit)")
print(f"eta* of steepest fall = {eta_star:.5f} (no unit)")
print(f"F_-3/2(eta*) = {peak:.6f} (no unit)")
print(f"sqrt(pi) F_-3/2(eta*) = {np.sqrt(np.pi)*peak:.6f} (no unit)")
for x in (0.8, 1.0, 1.2):
    print(f"T=0: Pi/N at q/2k_F={x:.1f}: {stern(x*x, 1.0):.6f}")
print(f"T=0: screening function at 2k_F = {screening(1.0):.6f}")
for T in temperatures_eV:
    mu = chemical_potential(E_F, T)
    tag = f"T={T:.4f} eV:"
    print(f"{tag} T/E_F = {T/E_F:.6f}")
    print(f"{tag} mu - E_F = {mu-E_F:.3e} eV")
    for x in (0.8, 1.0, 1.2):
        value = single_integral(x*x*E_F, mu, T)
        print(f"{tag} Pi/N at q/2k_F={x:.1f}: {value:.6f}")
        print(f"{tag}   change {actual_change(x, E_F, T):.4e}, "
              f"law {law_change(x, E_F, T):.4e}")
    eta, slope = steepest_point(E_F, T)
    position = np.sqrt((mu + eta*T) / E_F)
    print(f"{tag} slope d(Pi/N)/d(q/2k_F) at 2k_F = "
          f"{slope_at_cusp(E_F, T):.5f}")
    print(f"{tag} steepest slope = {slope:.5f} at q/2k_F = {position:.5f}")
    screened = screening(single_integral(E_F, mu, T))
    print(f"{tag} screening function at 2k_F = {screened:.6f}")
    print(f"{tag} squared matrix element over T=0 value = "
          f"{(screening(1.0)/screened)**2:.6f}")

print("all assertions hold")
```

Running it gives:

```
density = 1.0e-04 angstrom^-2
mass = 0.10 electron masses
degeneracy g = 2 (no unit)
background kappa = 12.0 (no unit)
Fermi energy E_F = 0.023939 eV
k_F = 0.025066 angstrom^-1
2 k_F = 0.050133 angstrom^-1
N = 0.004177 eV^-1 angstrom^-2
q_TF = 0.031495 angstrom^-1
F_-1/2(0) = 0.604899 (no unit)
F_-3/2(0) = 0.380105 (no unit)
loss coefficient at 2k_F = 0.536077 (no unit)
eta* of steepest fall = 1.10895 (no unit)
F_-3/2(eta*) = 0.446295 (no unit)
sqrt(pi) F_-3/2(eta*) = 0.791037 (no unit)
T=0: Pi/N at q/2k_F=0.8: 1.000000
T=0: Pi/N at q/2k_F=1.0: 1.000000
T=0: Pi/N at q/2k_F=1.2: 0.447229
T=0: screening function at 2k_F = 1.628243
T=0.0005 eV: T/E_F = 0.020887
T=0.0005 eV: mu - E_F = 0.000e+00 eV
T=0.0005 eV: Pi/N at q/2k_F=0.8: 1.000000
T=0.0005 eV:   change -5.2349e-09, law -5.2349e-09
T=0.0005 eV: Pi/N at q/2k_F=1.0: 0.922525
T=0.0005 eV:   change -7.7475e-02, law -7.7475e-02
T=0.0005 eV: Pi/N at q/2k_F=1.2: 0.447747
T=0.0005 eV:   change 5.1741e-04, law 5.1223e-04
T=0.0005 eV: slope d(Pi/N)/d(q/2k_F) at 2k_F = -4.58423
T=0.0005 eV: steepest slope = -5.34004 at q/2k_F = 1.01104
T=0.0005 eV: screening function at 2k_F = 1.579570
T=0.0005 eV: squared matrix element over T=0 value = 1.062578
T=0.0020 eV: T/E_F = 0.083546
T=0.0020 eV: mu - E_F = -1.267e-08 eV
T=0.0020 eV: Pi/N at q/2k_F=0.8: 0.995735
T=0.0020 eV:   change -4.2649e-03, law -4.3057e-03
T=0.0020 eV: Pi/N at q/2k_F=1.0: 0.845050
T=0.0020 eV:   change -1.5495e-01, law -1.5495e-01
T=0.0020 eV: Pi/N at q/2k_F=1.2: 0.457046
T=0.0020 eV:   change 9.8166e-03, law 8.1956e-03
T=0.0020 eV: slope d(Pi/N)/d(q/2k_F) at 2k_F = -2.17591
T=0.0020 eV: steepest slope = -2.49083 at q/2k_F = 1.03951
T=0.0020 eV: screening function at 2k_F = 1.530897
T=0.0020 eV: squared matrix element over T=0 value = 1.131219
all assertions hold
```
